The P86 gradient correction to correlation: damping, scaling and tails, part 1

(Sections cited here and not found follow in the later parts.)

Appendix: the Perdew P86 gradient correction to correlation, its damping factor, scaling and tails

**1. Definitions and conventions**

SI units are used with all constants kept. The electron number density is n(r), its squared gradient is σ = |∇n|², and the number of electrons is N. The Coulomb strength, Bohr radius and Hartree energy are

K = e²/(4πε₀) = 2.307078×10⁻²⁸ J m,
a₀ = ħ²/(m K) = 52.9177 pm,
E_h = K/a₀ = 4.359745 aJ.

The dimensionless Wigner-Seitz radius and the Fermi wavevector are

r_s = (3/(4πn))^(1/3)/a₀,  k_F = (3π²n)^(1/3).   (1)

From (1), n^(−1/3) = (4π/3)^(1/3) r_s a₀ and d ln r_s/d ln n = −1/3. The gas is spin unpolarized except in section 8. Energies are given in aJ (10⁻¹⁸ J).

The P86 correlation energy of Perdew is

E_c = ∫ n ε_LDA(r_s) d³r + ΔE,   ΔE = ∫ f(n, σ) d³r,   (2)

f(n, σ) = K C(n) e^(−Φ) σ n^(−4/3),   (3)

Φ = b (C∞/C(n)) a₀^(1/2) |∇n| / n^(7/6),   b = 1.745 f̃ = 0.19195,   f̃ = 0.11,   (4)

C = C₀ + P(r_s)/Q(r_s),
P = 0.002568 + α r_s + β r_s²,
Q = 1 + γ r_s + δ r_s² + 10⁴ β r_s³,   (5)

with C₀ = 0.001667, α = 0.023266, β = 7.389×10⁻⁶, γ = 8.723 and δ = 0.472. Here ε_LDA is the correlation energy per electron of the uniform gas in the Perdew-Zunger parametrization. The symbol C∞ denotes the limit of C at infinite density, which is r_s → 0, so C∞ = C₀ + 0.002568 = 0.004235. The constant C₀ is the limit at zero density. Two further abbreviations are the gradient energy per electron and the logarithmic derivative of C:

H = f/n,   L = d ln C/d ln n = −r_s C′(r_s)/(3C),   C′ = (P′ − P Q′/Q)/Q.   (6)

Setting b = 0 in (3) gives the undamped second-order gradient expansion, and "undamped" always means this case.

Five ingredients are inputs that are not derived here: the Rasolt-Geldart fit P/Q, the exchange coefficient that fixes C₀, the exponential shape of the wavevector spectrum in section 4, the cutoff parameter f̃, and the spin factor d(ζ). Section 4 also adopts the decay constant 2√3/k_s, the sharp cutoff (11) and a fixed height of the spectrum as modelling choices. The Perdew-Zunger ε_LDA, the exact high-density coefficient (1 − ln 2)/π² and the defining properties of PBE and PBEsol are likewise taken as given. The remaining results follow from these inputs by algebra. The numerical check, supply the computed numbers, apart from hand evaluations shown in the text and the basis-set shifts quoted in section 9; statements called tests are assertions in that program.

**2. The second-order gradient term and the coefficient C**

For a density that varies slowly, the energy density is expanded in derivatives of n. The expansion is taken to be analytic in the derivatives, which excludes |∇n|, and no scalar linear in the components of ∇n exists for an isotropic gas. At second order there are two scalars, σ and ∇²n, each multiplied by a function of n. The second is removed by partial integration, the surface term vanishing for a finite system:

∫ a(n) ∇²n d³r = −∫ ∇a(n)·∇n d³r = −∫ a′(n) σ d³r.

The second-order energy is therefore ∫ B(n) σ d³r. The factor K has dimension energy × length, and σ n^(−4/3) d³r has dimension L⁻⁸ L⁴ L³ = L⁻¹, so K σ n^(−4/3) d³r is an energy. Writing B = K C n^(−4/3) makes C dimensionless, and the only dimensionless variable available to it is n a₀³, that is r_s. This is (3) without the exponential. In (4), |∇n|/n^(7/6) has dimension L⁻⁴ L^(7/2) = L^(−1/2), and the factor a₀^(1/2), invisible in atomic units, makes Φ a pure number.

The Rasolt-Geldart function P/Q represents the coefficient of exchange and correlation together, C_xc. The correlation coefficient is C = C_xc − C_x. The exchange coefficient follows from the local exchange energy per electron, ε_x = −3K k_F/(4π), and the expansion of the enhancement factor, 1 + μ_x s², with s = |∇n|/(2k_F n). The gradient part of the exchange energy density is

n ε_x μ_x s² = −n (3K k_F/(4π)) μ_x σ/(4 k_F² n²) = −K (3μ_x/(16π)) σ/(k_F n).

Since k_F n = (3π²)^(1/3) n^(4/3),

C_x = −3μ_x / [16π (3π²)^(1/3)].   (7)

Exchange has no length scale besides n^(−1/3), so C_x is independent of density. Sham's value μ_x = 7/81 gives C_x = −0.0016672, and the constant C₀ in (5) is −C_x rounded to four figures (tested to 5×10⁻⁷). The coefficient for the unscreened Coulomb interaction, μ_x = 10/81, gives C_x = −0.0023817; formula (7) is tested with this value against the small-gradient derivative of PBEsol exchange in libxc, which is built on 10/81. The choice matters when functionals are combined. P86 correlation restores the Rasolt-Geldart total C_xc at second order only together with an exchange functional whose small-gradient coefficient is 7/81. With 10/81 the total second-order coefficient lies below C_xc by |C_x| − C₀ = 0.0023817 − 0.001667 = 0.0007147 at every density.

At r_s = 0 the fit gives C∞ = 0.004235, the Ma-Brueckner high-density coefficient. It can be written as a gradient energy per electron E_h β_MB t² with t = |∇n|/(2k_s n), where k_s is the screening wavevector of section 3, k_s² = 4(3/π)^(1/3) n^(1/3)/a₀. Multiplying by n,

n E_h β_MB σ/(4 k_s² n²) = E_h a₀ β_MB σ / [16 (3/π)^(1/3) n^(4/3)],

and E_h a₀ = K, so

C∞ = β_MB / [16 (3/π)^(1/3)].   (8)

The value 0.004235 corresponds to β_MB = 0.06673. PBE correlation contains the same coefficient, and its small-gradient derivative in libxc gives C = 0.0042349, equal to C∞ within the rounding of the last digit (tested to 5×10⁻⁷).

The function C(r_s) is not monotonic. At r_s = 0, (6) gives C′ = α − 0.002568 γ = 0.023266 − 0.022401 = 0.000865, which is positive, so C first rises; its maximum is C_max = 0.004280 at r_s = 0.186 (that the maximum exceeds C∞ is tested). It then falls through 0.004183, 0.004015, 0.003481, 0.002794 and 0.001697 at r_s = 1, 2, 5, 10 and 100. At large r_s the cubic term dominates Q, so

C − C₀ ≈ α/(10⁴ β r_s²) + 10⁻⁴/r_s,

where the first term is the larger one until r_s reaches α/β, about 3×10³. Both terms vanish, and so does L. Since P and Q are positive, C₀ < C ≤ C_max for all densities, and the ratio in (4) obeys

0.9895 = C∞/C_max ≤ C∞/C < C∞/C₀ = 2.5405.   (9)

**3. The screening wavevector**

The scale on which the correlation hole responds to a density gradient is taken to be the Thomas-Fermi screening length. A weak static potential φ lowers the electron energy by eφ and changes the density of the free gas by (dn/dμ_F) eφ, where μ_F = ħ²k_F²/(2m). The induced charge density is −e times this, and Poisson's equation ∇²φ = −ρ/ε₀ becomes ∇²φ = k_s² φ with

k_s² = (e²/ε₀) dn/dμ_F.

Because μ_F ∝ n^(2/3), dμ_F/dn = 2μ_F/(3n). With e²/ε₀ = 4πK and mK/ħ² = 1/a₀,

k_s² = 4πK · 3n/(2μ_F) = 12π n (mK/ħ²)/k_F² = 12π n/(a₀ k_F²) = 4k_F/(π a₀),

where n = k_F³/(3π²) was used in the last step. Taking the square root, (3π²)^(1/6) π^(−1/2) = 3^(1/6) π^(1/3 − 1/2) = (3/π)^(1/6), so

k_s = 2 (3/π)^(1/6) n^(1/6) a₀^(−1/2).   (10)

At r_s = 2 this is 20.8879 nm⁻¹. Formula (10) is tested against a finite-difference evaluation of dn/dμ_F.

**4. The damping factor as a wavevector cutoff**

The exchange-correlation energy is the Coulomb interaction of each electron with its coupling-averaged hole. Let h̄(k) be the Fourier transform of that hole, averaged over the system and over the direction of k. The transform of K/u is 4πK/k², so

E_xc = (N/2) ∫ d³k/(2π)³ (4πK/k²) h̄(k) = (N K/π) ∫₀^∞ h̄(k) dk,

since d³k = 4πk² dk cancels the 1/k² and (1/2)(4π)(4π)/(2π)³ = 1/π. The energy is thus a plain integral over k of a spectrum proportional to the transform of the hole. The correlation hole of a finite system integrates to zero, which means that its transform vanishes at k = 0.

The second-order gradient term has such a decomposition as well, C = ∫₀^∞ z(k) dk. In the Langreth-Mehl analysis the correlation part of z is concentrated at k below about k_s, it is finite at k = 0, and it is represented by a decaying exponential with decay constant 2√3/k_s. A finite z(0) contradicts the sum rule just stated. The contradiction is in the region where the expansion cannot hold, because an expansion in gradients requires the density to change little over a wavelength, k ≫ |∇n|/n. The remedy adopted is to discard the contribution of all wavevectors below

k_c = f̃ |∇n|/n,   (11)

with f̃ an adjustable number. Nothing in the argument determines it; the functional is defined with f̃ = 0.11.

To carry this beyond the high-density limit, one more assumption is needed. The spectrum is taken to remain exponential, with its height at k = 0 fixed at the high-density form C∞ · 2√3/k_s, and with its area equal to C(n). For z = z₀ e^(−k/k₀) the area is z₀k₀, so k₀ = C/z₀ = (C/C∞) k_s/(2√3), and

z(k) = C∞ (2√3/k_s) exp[−(C∞/C) 2√3 k/k_s].   (12)

Integrating from k_c gives z₀k₀ e^(−k_c/k₀):

∫_(k_c)^∞ z dk = C e^(−Φ),   Φ = (C∞/C) 2√3 k_c/k_s.   (13)

The ratio C∞/C appears because a smaller area at fixed height means a narrower spectrum, of which a given cutoff removes a larger fraction. Inserting (10) and (11),

Φ = (C∞/C) f̃ [2√3 / (2(3/π)^(1/6))] a₀^(1/2) |∇n|/n^(7/6),

and the bracket is 3^(1/2 − 1/6) π^(1/6) = 3^(1/3) π^(1/6) = (9π)^(1/6) = 1.74542. The definition (4) rounds this to 1.745. In terms of t, Φ = 4√3 f̃ (C∞/C) t apart from that rounding, since k_c/k_s = 2f̃ t. Quadrature of (12) with k_s taken from dn/dμ_F is tested against C e^(−Φ) at three densities. That test confirms the algebra from (10) to (13); it says nothing about whether (12) is the true spectrum, which remains a model.

The rounding changes Φ by a relative 2.4×10⁻⁴ (0.00042/1.745) and e^(−Φ) by a relative Φ × 2.4×10⁻⁴. The expressions (3) to (5) with b = 1.745 × 0.11 reproduce GGA_C_P86 minus LDA_C_PZ in libxc at 200 random points to better than 10⁻⁸ of |ε_LDA| (tested), so an implementation that is to match that functional must use the rounded constant.

At small gradient, f = K C σ n^(−4/3)(1 − Φ + …). The second-order coefficient is preserved, but the first correction is proportional to σ^(3/2) = |∇n|³, an odd power that an analytic gradient expansion does not contain. It comes from the sharp cutoff being linear in |∇n|.

**5. The gradient energy per electron is bounded**

Squaring (4) gives Φ² = b² (C∞/C)² a₀ σ n^(−7/3), so σ n^(−7/3) = Φ² C²/(b² C∞² a₀). Since H = K C e^(−Φ) σ n^(−7/3) and K/a₀ = E_h,

H = E_h C³/(b C∞)² · Φ² e^(−Φ).   (14)

At fixed n the function Φ² e^(−Φ) has derivative Φ(2 − Φ)e^(−Φ), which vanishes at Φ = 2, where the function equals 4e⁻². Hence

0 ≤ H ≤ H_max(r_s) = 4e⁻² E_h C³/(b C∞)².   (15)

The maximum is attained only where the gradient is such that Φ = 2. A scan of libxc energies over the gradient at fixed density reproduces H_max to 10⁻⁵ relative at four densities (tested):

r_s = 0.5: H_max = 0.27507 aJ, ε_LDA = −0.33156 aJ
r_s = 3: H_max = 0.20142 aJ, ε_LDA = −0.16224 aJ
r_s = 10: H_max = 0.07792 aJ, ε_LDA = −0.08095 aJ
r_s = 100: H_max = 0.01746 aJ, ε_LDA = −0.01383 aJ

At r_s = 0, H_max = 0.27127 aJ, and at r_s → ∞ it tends to 0.27127/2.5405³ = 0.01654 aJ.

The total P86 energy per electron, ε_LDA + H, can be positive where H_max > |ε_LDA|. The scans confirm this at r_s = 3 and 100 and exclude it at r_s = 0.5 and 10 (tested). A root search between r_s = 0.1 and 1000 finds H_max = |ε_LDA| at r_s = 0.98, 9.22 and 72.07, so positive values are possible for 0.98 < r_s < 9.22 and for r_s > 72.07. The last interval does not close, because H_max tends to a positive constant while ε_LDA tends to zero. An energy per electron in a gradient functional is defined only up to partial integrations such as the one in section 2, so a locally positive value is not by itself a violation of an exact condition. It does mean that the exact property E_c ≤ 0 is not guaranteed by a pointwise sign in this functional.

The damping factor has been obtained from a model wavevector cutoff, and it bounds the gradient energy per electron at every density, although the total energy per electron can still be locally positive. What remains is the behaviour under density scaling, the derivatives, potential and tails, spin polarization, the helium example and evaluation in a code.
